\section*{Why phenolic resists absorb at 193 nm and alicyclic methacrylates hardly do}

\section*{Question}

A photoresist film must let light reach its lower part. Why does a film of a phenolic polymer fail to do so at 193 nm, while a polymerized methacrylate with a saturated ring as side group lets nearly all the light through?

\section*{The mechanism}

A photon at 193 nm carries 6.42 eV. Each repeat unit of a phenolic polymer contains a benzene ring, whose pi electrons have three groups of low excitations: two weak bands and, above them, a strong one. The photon falls between the second weak band and the strong one, and the width of the bands lets it be absorbed.

The methacrylate polymer has no such ring. Its lowest excitation, on the ester group, moves an oxygen lone-pair electron into the C=O pi* orbital and is nearly forbidden. The saturated side group adds mass and carbon but no pi electrons. Strong absorption therefore starts at higher energy.

This holds for the polymer. The monomer still has a C=C bond conjugated with C=O. In acrylic acid, the small relative computed below, that pair absorbs strongly near 193 nm.

\section*{From a transition to an absorbance}

Atomic units are used in the derivations. Let a weak pulse \(E(t)\), polarized along \(x\), act on a molecule with excitation energy \(\omega_k\) and transition dipole \(\boldsymbol\mu_k\). With \(\tilde E(\omega)=\int E(t)e^{i\omega t}dt\), first-order perturbation theory gives the excitation probability \(|\mu_{k,x}|^2|\tilde E(\omega_k)|^2\). Averaging over orientations replaces \(|\mu_{k,x}|^2\) by \(|\boldsymbol\mu_k|^2/3\), so the absorbed energy is
\begin{equation}
W=\tfrac13\,\omega_k|\boldsymbol\mu_k|^2\,|\tilde E(\omega_k)|^2 .
\end{equation}
The intensity is \(cE^2/4\pi\). By Parseval's theorem \(\int E^2dt=\pi^{-1}\int_0^\infty|\tilde E|^2d\omega\), so the pulse brings the energy \(S(\omega)=c|\tilde E|^2/4\pi^2\) per unit area and frequency. The cross-section is defined by \(W=\int\sigma S\,d\omega\). For a narrow line, division of \(W\) by \(S(\omega_k)\) gives
\begin{equation}
\int\sigma\,d\omega=\frac{4\pi^2}{3c}\,\omega_k|\boldsymbol\mu_k|^2=\frac{2\pi^2}{c}f_k,
\qquad f_k=\tfrac23\,\omega_k|\boldsymbol\mu_k|^2 .
\end{equation}
With a normalized line shape \(g\) and \(N\) repeat units per volume, the decadic absorbance per length is
\begin{equation}
A=\frac{N}{\ln 10}\,\frac{2\pi^2}{c}\sum_k f_k\,g(\omega-\omega_k).
\label{A}
\end{equation}
Refractive-index and local-field corrections are left out.

\section*{Why absorption is moved, not removed}

Let \(X=\sum_jx_j\) and \(P=\sum_jp_j\) for \(N_e\) electrons with kinetic energy \(\sum_j p_j^2/2\) and a potential that depends on positions alone. Then \([H,X]=-iP\), and since \([X,P]=iN_e\),
\begin{equation}
[X,[H,X]]=-i[X,P]=N_e .
\end{equation}
Writing out the double commutator in the ground state and inserting a complete set of states gives
\begin{equation}
N_e=\langle0|2XHX-X^2H-HX^2|0\rangle=2\sum_k\omega_k|X_{k0}|^2 .
\end{equation}
The same holds for \(y\) and \(z\). The average of the three is \(\sum_kf_k=N_e\).

At equal mass density the two polymers of the example have 385 and 395 electrons per nm\(^3\), a difference of about 3\%. Their total strengths are therefore nearly equal, and what the methacrylate lacks at low energy must appear higher up. The sum rule does not say where; that depends on the chromophores.

\section*{Why the ring has weak bands below a strong one}

Take six pi orbitals on a regular hexagon of radius \(R\), with hopping \(-b\) between neighbours and repulsion \(\gamma_d\) between electrons \(d\) sites apart. The orbitals are waves \(6^{-1/2}e^{i\pi kn/3}\) on sites \(n\), with hopping energy \(-2b\cos(\pi k/3)\). Those with \(k=0,\pm1\) are filled; \(k=\pm2,3\) are empty.

A product of two orbitals whose momenta differ by \(q\) is a charge wave \(e^{i\pi qn/3}/6\). Two such waves interact with energy \(v_q/6\), where \(v_q=\sum_d\gamma_d\cos(\pi qd/3)\). Exchange with the filled orbitals shifts level \(k\) by \(-\sum_{k'}v_{k-k'}/6\), which is \(-(v_0+v_1+v_2)/6\) for \(k=1\) and \(-(v_1+v_2+v_3)/6\) for \(k=2\). The hopping energies are \(-b\) and \(+b\), so
\begin{equation}
\varepsilon_2-\varepsilon_1=2b+\frac{v_0-v_3}{6}.
\end{equation}

In-plane position changes \(k\) by \(\pm1\). From filled to empty orbitals this allows \(1\to2\) and \(-1\to-2\) and nothing else. Among single excitations each is alone in its momentum class, so its energy is the gap, minus the electron--hole attraction \(v_0/6\), plus twice the exchange integral \(v_1/6\):
\begin{equation}
\omega_B=2b+\frac{v_0-v_3}{6}-\frac{v_0}{6}+\frac{2v_1}{6}
=2b+\frac{2v_1-v_3}{6}.
\end{equation}

The excitations \(1\to-2\) and \(-1\to2\) both change \(k\) by 3, modulo 6, and are dark. Each has energy \(2b+v_3/6\), by the same count with \(v_3\) in place of \(v_1\). Their coupling is \((2v_3-v_2)/6\). The difference of the two is odd under \(k\to-k\) and cannot mix with \(0\to3\), which is even. Its energy is
\begin{equation}
\omega_D=2b+\frac{v_3}{6}-\frac{2v_3-v_2}{6}=2b+\frac{v_2-v_3}{6}.
\end{equation}

Hence \(\omega_B-\omega_D=(2v_1-v_2)/6\): repulsion separates bright from dark. If \(\gamma_d\) did not depend on distance, \(v_1,v_2,v_3\) would vanish and both energies would fall to \(2b\).

For \(b=2.3\) eV and \(v_1,v_2,v_3=8.629,\,2.920,\,1.767\) eV,
\begin{align}
\omega_B&=4.6+\frac{17.258-1.767}{6}=7.18\ \text{eV},\\
\omega_D&=4.6+\frac{2.920-1.767}{6}=4.79\ \text{eV}.
\end{align}
A second dark state, the sum mixed with \(0\to3\), lies at 4.78 eV. These \(v_q\) come from \(\gamma=U/\sqrt{1+(Ur)^2}\) with \(U=11\) eV, and the near degeneracy of the two dark states is a feature of that choice and of single excitations. With \(\gamma=1/(r+1/U)\) the difference lies at 4.73 eV and the sum at 6.00 eV. The model therefore does not fix the position of the second weak band.

For the strength, \(\langle2|x+iy|1\rangle=R\) and \(\langle2|x-iy|1\rangle=0\), so \(|x_{21}|^2+|y_{21}|^2=R^2/2\). The singlet factor \(\sqrt2\) in the dipole doubles this to \(R^2\), and the pair carries \(2R^2\):
\begin{equation}
f_B=\tfrac23\,\omega_B\,(2R^2)=\tfrac43\,\omega_BR^2 .
\end{equation}
With \(R=1.40\) \AA\ this is 2.46, about two and a half times the molecular value found below for phenol. With single excitations, the model places the two dark states above below the bright pair and gives the selection rule, but not reliable strengths. About two thirds of the excess comes from the restriction to single excitations. Exact diagonalization of the same ring gives a total \(f\) of 1.48 at 6.72 eV, moves the two dark states to 4.07 and 5.26 eV, and places a further dark pair at 6.54 eV.

\section*{Why the lowest ester band is weak}

Let the ester group lie in the \(xy\) plane. The lone-pair orbital \(n\) is even under \(z\to-z\) and pi* is odd, so \(\langle\pi^*|x|n\rangle=\langle\pi^*|y|n\rangle=0\). The \(z\) component is allowed, but its largest candidate, the product of \(p_z\) and the in-plane \(p\) orbital on the same oxygen, integrates to zero because it is odd in the in-plane coordinate. What remains of this integral comes from \(s\) character in \(n\) and from overlap between atoms. The strength of the band also depends on small admixtures of other excitations, which can add to this dipole or cancel part of it.

\section*{The molecules}

Phenol stands for the unit of poly(hydroxystyrene), and methyl acetate for the ester of poly(cyclohexyl methacrylate). In the polymer the phenol ring is also bonded to a carbon of the chain. The effect of this bond on the spectrum was not computed, so the phenolic absorbance below is an estimate of size only. Excitations come from time-dependent density-functional theory with PBE0 orbitals, 25\% exact exchange and an adiabatic local-density kernel for the rest, in the 6-31G basis (6-31+G for acetic acid and cyclopropane) at fixed idealized geometries.

Phenol has weak bands at 5.39 eV (\(f=0.033\)) and 6.38 eV (\(f=0.049\)), then a strong pair at 7.36 and 7.38 eV with total \(f=0.98\). This matches the ring pattern in order (two weak states below a strong pair), though not in the spacing of the weak states, and the states are assigned by it here. The OH group breaks the sixfold symmetry, so the lower two are no longer forbidden. These energies are not converged in basis: 6-31+G* gives 5.18 eV (\(f=0.038\)), 6.00 eV (\(f=0.035\)) and a strong pair at 6.91 and 6.94 eV with total \(f=1.04\), shifts of 0.2 to 0.45 eV.

Methyl acetate has \(f=0.0016\) at 5.76 eV and then nothing until 8.12 eV (\(f=0.088\)).

\section*{The film}

Take a density of 1.2 g/cm\(^3\), Gaussian lines of full width 0.7 eV and a thickness of 0.3 \(\mu\)m. The standard deviation is \(s=0.7/2.355=0.297\) eV. Each line counts at the photon energy with the weight \(e^{-\Delta^2/2s^2}\), where \(\Delta\) is its distance from 6.42 eV. For phenol,
\begin{equation}
f_{\rm eff}\approx\underbrace{0.048}_{6.38\ \text{eV}}+\underbrace{0.006}_{\text{strong pair}}=0.054 .
\end{equation}
The line maximum is \(1/(s\sqrt{2\pi})=36.5\) in atomic units, and \(2\pi^2/c=0.144\). The cross-section is \(0.144\times36.5\times0.054=0.28\) square bohr, or \(8.0\times10^{-4}\) nm\(^2\). With 6.0 units per nm\(^3\), equation (\ref{A}) gives
\begin{equation}
A=\frac{6.0\times8.0\times10^{-4}}{2.303}\ \text{nm}^{-1}\approx2.1\ \mu\text{m}^{-1}.
\end{equation}
At the computed energies the film would transmit \(10^{-2.08\times0.3}=0.24\). A real film transmits far less, because the computed strong pair lies too high, as shown next.

At these computed energies nearly nine tenths of the absorption comes from the moderate band at 6.38 eV, not from the strong pair. That division is largely an effect of the small basis. With the 6-31+G* lines, \(f_{\rm eff}=0.27\), \(A=10.6\) \(\mu\)m\(^{-1}\), the transmission is below 0.001, and the strong pair supplies about nine tenths of the absorption. Measurements on phenol put the strong band near 6.7 eV, well below the computed pair. If all lines are lowered by 0.3 eV, the weights become 0.025 for the moderate band and 0.091 for the strong pair, and \(A\) rises to 4.4 \(\mu\)m\(^{-1}\). If the strong pair is placed at the measured 6.7 eV, its weight becomes \(0.98\,e^{-(0.28)^2/2s^2}\approx0.63\). Then \(A\) is about 26 \(\mu\)m\(^{-1}\), the strong pair supplies most of it, and practically no light reaches the bottom of the film. This is the more realistic estimate, though it still depends on the assumed line width. With the states assigned by the ring pattern, the absorption is aromatic in each of these estimates.

Opacity is also a matter of thickness. Even at \(A=26\) \(\mu\)m\(^{-1}\), a film of 0.02 \(\mu\)m would transmit about 30\%.

For the methacrylate the same sum gives \(A=0.0036\) \(\mu\)m\(^{-1}\) and a transmission of 0.998 (0.0039 and 0.997 with a finer integration grid and density-fitted integrals). At the computed energies the ratio of the two absorbances is about 600, but this figure should not be trusted, because the phenolic value is too low and the methacrylate value rests on the tail of a Gaussian. Lowering all lines by 0.3 eV moves the weak ester band away from the photon and reduces \(A\) more than tenfold.

A larger uncertainty lies above the photon energy. With diffuse functions, acetic acid, a smaller relative of the ester, has a state at 7.22 eV with \(f=0.062\) that has no counterpart in the valence-basis ester spectrum. If the ester had such a line with the same width, it would add \(0.062\,e^{-(0.80)^2/2s^2}\approx0.0017\) to \(f_{\rm eff}\). The methacrylate absorbance would then be about 0.05 \(\mu\)m\(^{-1}\), and the computed phenolic value about 40 times larger. The film would still transmit about 97\%. The borrowed line shows only the possible size of the effect; it does not locate the onset of strong absorption in the ester.

\section*{What the saturated ring and the polymerization do}

Cyclopropane, the smallest saturated ring, has its lowest computed excitation at 8.10 eV in the 6-31+G basis. This value is not converged: 6-31++G** with a finer grid gives 7.38 eV, a weak state (\(f<0.001\)) still about 1 eV above the photon. Larger rings such as cyclohexyl were not computed, and their onset may differ. The side group also dilutes the ester: the polymer has 4.3 units per nm\(^3\), against 7.2 for poly(methyl methacrylate) at the same mass density.

Acrylic acid shows the effect of the C=C bond. It has \(f=0.26\) at 6.60 eV, which together with \(f=0.12\) at 7.17 eV gives \(f_{\rm eff}\approx0.22\) in the 6-31G basis (basis dependence not examined), against about 0.002 for the saturated ester even with the extra line considered above. Transparency thus requires that the double bonds be consumed, and enough residual monomer would spoil it.

Vibrational structure, disorder tails, impurities and the photoacid generator are also left out. They matter most for the methacrylate, whose own absorption is so small that any of them could exceed it. The computed spectra and film values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
photon energy at 193 nm: 6.424 eV
absorbed energy, propagated/formula: 1.00000
sum of f, two-electron model: 2.0000
ring inputs: b 2.3 eV, U 11.0 eV, R 1.4 A
ring v1, v2, v3: 8.629, 2.920, 1.767 eV
ring two lowest (dark): 4.779, 4.792 eV
ring dark closed form: 4.792 eV
ring bright pair: 7.182 eV
ring bright pair total f (singles only): 2.463
water, largest solver difference: 1.7e-07 eV
phenol state 1: 5.39 eV, f = 0.03285
phenol state 2: 6.38 eV, f = 0.04867
phenol state 3: 7.07 eV, f = 0.00015
phenol state 4: 7.36 eV, f = 0.39342
phenol state 5: 7.38 eV, f = 0.58507
phenol state 6: 7.87 eV, f = 0.00022
phenol state 7: 8.01 eV, f = 0.00205
phenol state 8: 8.24 eV, f = 0.00011
methyl acetate state 1: 5.76 eV, f = 0.00164
methyl acetate state 2: 8.12 eV, f = 0.08791
methyl acetate state 3: 8.42 eV, f = 0.00001
methyl acetate state 4: 9.59 eV, f = 0.15529
methyl acetate state 5: 9.92 eV, f = 0.00946
methyl acetate state 6: 9.96 eV, f = 0.00241
acrylic acid state 1: 4.87 eV, f = 0.00014
acrylic acid state 2: 6.60 eV, f = 0.25584
acrylic acid state 3: 7.17 eV, f = 0.12086
acrylic acid state 4: 7.57 eV, f = 0.00033
acetic acid, diffuse basis, state 1: 5.76 eV, f = 0.00080
acetic acid, diffuse basis, state 2: 7.22 eV, f = 0.06217
acetic acid, diffuse basis, state 3: 8.12 eV, f = 0.01175
cyclopropane lowest, diffuse basis: 8.10 eV
phenol f within 1.2 eV of photon: 1.06016
methyl acetate f within 1.2 eV of photon: 0.00164
acrylic acid f within 1.2 eV of photon: 0.37704
methyl acetate first state with f > 0.05: 8.12 eV, f = 0.088
film inputs: 1.2 g/cm3, FWHM 0.7 eV, 0.3 um
phenolic repeat units: 6.015 per nm3
phenolic electrons: 384.9 per nm3
phenolic absorbance: 2.08 per um
phenolic absorbance, lines -0.3 eV: 4.43 per um
phenolic film transmission: 0.2369
methacrylate repeat units: 4.295 per nm3
methacrylate electrons: 395.2 per nm3
methacrylate absorbance: 0.00362 per um
methacrylate absorbance, lines -0.3 eV: 0.000267 per um
methacrylate film transmission: 0.9975
absorbance ratio, phenolic/methacrylate: 575
\end{verbatim}
